# Raman depolarisation ratios of the A1 and T2 modes of gaseous SiCl4, part 2

Laser light scattered by SiCl₄ vapour can lose one vibrational quantum of the molecule. The problem is to find how strongly each such Stokes band is depolarised when the molecules are randomly oriented. $I(A)$ is the intensity passed by an analyser set along the laboratory axis $A$, and the collection cone is at first infinitely narrow.

Hartree atomic units are used, with polarisabilities in bohr³. The $Q_k$ are mass-weighted normal coordinates with frequencies $\omega_k$, and $\alpha_{AB}$ is the polarisability. Far from electronic resonance, the real symmetric derivative tensor is

$$
t^{(k)}_{AB}=\left.\frac{\partial\alpha_{AB}}{\partial Q_k}\right|_{0}.
$$

The transition from the vibrational ground state brings the factor $\langle1|Q_k|0\rangle=1/\sqrt{2\omega_k}$. For a whole band,

$$
I(A)\propto\sum_k\left\langle\left(t^{(k)}_{Az}\right)^2\right\rangle ,
$$

where $\langle\cdots\rangle$ is an average over orientations and the sum runs over the components of one degenerate mode.

With four equal chlorine isotopes the molecule has the symmetry $T_d$. Its modes are $\nu_1$ ($A_1$, the breathing motion), $\nu_2$ ($E$), and $\nu_3$ and $\nu_4$ (both $T_2$). The $A_1$ tensor is $a$ times the unit matrix. One component of a $T_2$ mode has the tensor

$$
t^{(z)}=b\begin{pmatrix}0&1&0\\1&0&0\\0&0&0\end{pmatrix},
$$

and its two partners follow by cyclic change of the molecular axes. The size of $b$ differs between $\nu_3$ and $\nu_4$.

$R_{Ai}$ is the cosine of the angle between laboratory axis $A$ and molecular axis $i$, with $u_i=R_{zi}$ and $v_i=R_{yi}$. One further average is $\langle v_x^2u_y^2\rangle=\frac2{15}$. For each $T_2$ component, the mean squared tensor element is $4b^2/15$ along the incident field and $b^2/5$ along each of the two perpendicular laboratory axes.

## General tensors, broken symmetry and a worked example

The incident field is along the laboratory $z$ axis, the beam travels along $y$, and light is collected along $x$. The ratio $\rho=I(y)/I(z)$ compares the averages $\langle t_{yz}^2\rangle$ and $\langle t_{zz}^2\rangle$, where $t$ is the derivative of the polarisability along a normal coordinate. The vectors $u$ and $v$ contain the components of laboratory $z$ and $y$ in molecular axes. Their averages are $\langle u_i^4\rangle=1/5$, $\langle u_i^2u_j^2\rangle=1/15$ and $\langle v_iv_ju_iu_j\rangle=-1/30$ for $i\neq j$. For SiCl₄ with four equal chlorine isotopes, these averages led to $\rho=0$ for $A_1$ and $\rho=3/4$ for $T_2$.

Real vapour contains molecules with unequal chlorine isotopes, and some of their modes have tensors of neither ideal form. A formula for an arbitrary real symmetric tensor is therefore needed. Separate $t$ into an isotropic part and a traceless part $d$:

$$
t=a\,\mathbf 1+d,\qquad a=\tfrac13\,\mathrm{tr}\,t,
\qquad \gamma^2=\tfrac32\sum_{ij}d_{ij}^2 .
$$

The number $\gamma$ is called the anisotropy. For a tensor with one distinct axis, it is the absolute difference between the values along and across that axis. Choose molecular axes in which $d$ is diagonal, with elements $d_1,d_2,d_3$. Since their sum is zero,

$$
\sum_i d_i^2=\frac{2\gamma^2}{3},\qquad
\sum_{i\neq j}d_id_j=\Big(\sum_i d_i\Big)^2-\sum_i d_i^2=-\frac{2\gamma^2}{3}.
$$

The parallel component is $t_{zz}=a+\sum_i d_iu_i^2$. Its cross term vanishes on averaging, because $\langle u_i^2\rangle=1/3$ and $d$ is traceless. The remaining terms give

$$
\langle t_{zz}^2\rangle
=a^2+\frac15\sum_i d_i^2+\frac1{15}\sum_{i\neq j}d_id_j
=a^2+\frac{4\gamma^2}{45}.
$$

The isotropic part is absent from the perpendicular component, because $u$ and $v$ are perpendicular: $t_{yz}=\sum_i d_iv_iu_i$. The average $\langle v_i^2u_i^2\rangle$ contains two elements of one column of the rotation matrix, which is itself a uniformly distributed unit vector, so it equals $1/15$. Hence

$$
\langle t_{yz}^2\rangle
=\frac1{15}\sum_i d_i^2-\frac1{30}\sum_{i\neq j}d_id_j
=\frac{\gamma^2}{15}.
$$

Division and multiplication of both parts by 45 give

$$
\rho=\frac{3\gamma^2}{45a^2+4\gamma^2}.
$$

For several unresolved modes, the numerator and the denominator are each summed with the intensity weights of the modes before division. The ratio lies between 0, where the anisotropy vanishes, and $3/4$, where the trace vanishes. The $T_2$ tensor has $a=0$ and $\gamma^2=3b^2$, which reproduces the earlier averages. Any linear combination of the three partners is also traceless, so the choice of partners does not matter.

The same formula shows what the ratio cannot decide. The trace of the polarisability does not change when a symmetry operation is applied to the molecule. Its first-order change must therefore be an invariant linear function of the normal coordinates, and a coordinate that is not totally symmetric provides none. The $E$ mode thus has $a=0$ and the ratio $3/4$ as well. A value of $3/4$ does not distinguish $E$ from $T_2$.

The condition of linear polarisation also matters. Unpolarised light travelling along $y$ has equal, uncorrelated fields along $x$ and $z$. For a $T_2$ mode the intensities add to

$$
\rho_{\rm unpol}
=\frac{\langle t_{yz}^2\rangle+\langle t_{yx}^2\rangle}
{\langle t_{zz}^2\rangle+\langle t_{zx}^2\rangle}
=\frac{1/5+1/5}{4/15+1/5}=\frac67 .
$$

The common factor $b^2$ has been cancelled. The value $3/4$ belongs to the linearly polarised beam.

For a worked example, take the vapour at 300 K and 10 Torr, a laser wavelength of 532 nm and an $f/2$ collecting lens. The molecule is treated by the Hartree–Fock method with the 3-21G basis and one added $d$ shell on silicon, with exponent 0.45. Electron correlation and larger basis sets are left out. Chlorine carries no $d$ or diffuse functions, so the tensor sizes and the isotope ratios below belong to this basis and are not converged values for the real molecule. The isotope ratios are also sensitive to the force field: force constants that shift the frequencies by about one per cent change them by nearly ten per cent. The computed bond length is 0.203 nm. The lowest singlet excitation lies at 9.2 eV in this model, well above the photon energy of 2.33 eV, which supports the use of a non-resonant tensor.

With four ³⁵Cl atoms, the model gives 170 cm⁻¹ for $\nu_2$, 237 cm⁻¹ for $\nu_4$, 428 cm⁻¹ for $\nu_1$ and 635 cm⁻¹ for $\nu_3$. After multiplication by the vibrational factor $1/\sqrt{2\omega}$, the $\nu_1$ tensor has $|a|=0.853$ bohr³. One component of $\nu_3$ has $\gamma=0.701$ bohr³. Without the thermal and scattered-frequency factors, which cancel in the ratio of one band, the three components of $\nu_3$ give

$$
I(z)\propto3\times\frac{4(0.701)^2}{45}=0.131,\qquad
I(y)\propto3\times\frac{(0.701)^2}{15}=0.098
$$

in bohr⁶, and the ratio is $0.75$. For $\nu_1$, the same measure gives $I(z)\propto(0.853)^2=0.73$ and $I(y)=0$.

A separate test used molecules displaced along $\nu_1$ and along one component of $\nu_3$. Their polarisabilities were computed without imposing symmetry on the tensors. The resulting ratios were $8.7\times10^{-24}$, which is zero within rounding, and 0.750000.

The first departure from the ideal case is the mixture of chlorine isotopes. Replacing some but not all ³⁵Cl atoms by ³⁷Cl leaves the electronic energy unchanged in this approximation, but it changes the masses and lowers the symmetry. Use the normal coordinates of the all-³⁵Cl molecule. The added mass changes the kinetic energy to

$$
T=\frac12\sum_{kl}(\delta_{kl}+\mu_{kl})\dot Q_k\dot Q_l ,
$$

where $\mu_{kl}$ is small and couples different modes. A vibration of frequency $\omega$ has amplitudes $c_l$ that satisfy

$$
(\omega_l^2-\omega^2)c_l=\omega^2\sum_m\mu_{lm}c_m .
$$

For a mode that begins as $k$, set $c_k=1$ and $\omega=\omega_k$ on the first-order level. The admixture of a mode $l$ with a different frequency is then

$$
c_l=\frac{\omega_k^2\,\mu_{lk}}{\omega_l^2-\omega_k^2}.
$$

Through this mixing the breathing mode acquires anisotropy, and one of the three components of each $T_2$ mode acquires a trace. The other two components stay traceless. If all four chlorine atoms are replaced, the symmetry remains $T_d$ and the ideal ratios return. The same is true if the silicon isotope alone is changed, because silicon lies at the centre.

The computed $\nu_1$ ratios for one, two and three ³⁷Cl atoms are $2.7\times10^{-5}$, $3.7\times10^{-5}$ and $2.9\times10^{-5}$. For zero and four such atoms they vanish within rounding. When $\gamma$ is small, the general formula becomes $\rho\approx\gamma^2/(15a^2)$. One heavy atom therefore corresponds to

$$
\frac{\gamma}{|a|}=\sqrt{15\times2.65\times10^{-5}}=0.020 .
$$

An anisotropy of two per cent of the isotropic part produces a ratio of a few times $10^{-5}$, because intensities depend on its square and the orientational average adds the factor $1/15$.

With a ³⁷Cl fraction of 0.24, the whole $\nu_1$ band has $\rho=2.0\times10^{-5}$. The $\nu_3$ band is lowered to 0.7488, while $\nu_4$ remains at 0.7500 to four digits. The mixing formula accounts for part of this difference. The factor that multiplies $\mu$ in the admixture of $\nu_1$ is

$$
\left|\frac{635^2}{428^2-635^2}\right|=1.8
\quad\text{for }\nu_3,\qquad
\frac{237^2}{428^2-237^2}=0.44
\quad\text{for }\nu_4 .
$$

For a small trace, the general formula lowers the ratio by an amount proportional to $a^2/\gamma^2$. These factors therefore favour the change in $\nu_3$ by about 17, for equal $\mu$ and equal anisotropies $\gamma$ of the derivative tensors. Neither quantity is equal for the two modes. With the factor $1/\sqrt{2\omega}$ removed, $\gamma^2$ is about twice as large for $\nu_4$ as for $\nu_3$, which favours $\nu_3$ by a further factor of 2. For one heavy atom, $\mu^2$ of $\nu_3$ is about 0.8 times that of $\nu_4$. The first-order estimate of the whole factor is then about 27.

The second departure is the width of the lens. Let a ray make the angle $\theta$ with $x$, and let $\phi$ be its azimuth measured from $y$ towards $z$. For a dipole along $z$, the transverse field has a part $\cos\theta\sin\phi$ in the plane containing the ray and the $x$ axis, and a part $\cos\phi$ perpendicular to that plane. An ideal lens turns the ray parallel to $x$. The in-plane field is turned with it to the direction $(0,\cos\phi,\sin\phi)$, while the other part stays along $(0,-\sin\phi,\cos\phi)$. The analyser along $y$ then sees

$$
E_y=\cos\theta\sin\phi\cos\phi-\cos\phi\sin\phi
=-(1-\cos\theta)\sin\phi\cos\phi .
$$

For small angles, $(1-\cos\theta)^2\approx\theta^4/4$. The average of $\sin^2\phi\cos^2\phi$ is $1/8$, and the average of $\theta^4$ over a disc of angular radius $\theta_m$ is $\theta_m^4/3$. The intensity along $z$ is 1 at leading order, so an $A_1$ mode has

$$
\rho_{\rm lens}\approx\frac14\times\frac18\times\frac{\theta_m^4}{3}
=\frac{\theta_m^4}{96}.
$$

For a sample at the focus and an $f/2$ lens that obeys the sine condition, $\sin\theta_m=1/4$ and $\theta_m=14.48^\circ=0.2527$ rad, which gives $4.2\times10^{-5}$. A thin lens with $\tan\theta_m=1/4$ would have $14.04^\circ$ and about $3.8\times10^{-5}$; the first value of the angle is used here. Integration over the full cone gives $4.3\times10^{-5}$. For a $T_2$ mode the same integration gives 0.7530. A wide lens thus raises both ratios, whereas isotope mixing raises the $A_1$ ratio and lowers that of $\nu_3$.

Thermal bending is a third possible source of depolarisation. Let $q$ be the displacement along one component of the soft $E$ bend. The breathing tensor depends on it as

$$
t(q)=t(0)+q\,t'+\tfrac12q^2t''+\cdots .
$$

In a harmonic molecule, the linear term changes the bending quantum number by one and belongs to combination and difference bands. The quadratic term can leave the bending state unchanged and contribute to $\nu_1$. At 300 K, the root-mean-square displacement, taken as the norm over all four chlorine atoms, is 0.0086 nm. The four atoms move equally, so each moves by half of this, 0.0043 nm. Relative to the bond length, this is an angle of about 0.021, whose square is $4.5\times10^{-4}$. Freezing the molecule at this displacement and retaining the even part of the tensor gives a ratio of $6\times10^{-10}$. A frozen geometry fixes only the order of magnitude. Summing the transitions that keep the bending level, over both components of the bend, raises the value by a factor of about 3.4 at 300 K, to $2\times10^{-9}$. The estimate covers this bend alone. Anharmonic forces, the thermally excited $\nu_4$ bend and the coupling of rotation to vibration were not computed.

Neighbouring molecules give a fourth contribution. A dipole on one molecule produces a field at the other, and the second dipole radiates too. Let $\alpha$ be the isotropic polarisability and $r$ the separation. The dipole field tensor has the eigenvalues $2/r^3,-1/r^3,-1/r^3$. The vibrating molecule can act first or second, so the added derivative tensor is $2\alpha a$ times this field tensor. Its anisotropy is $\gamma=6\alpha a/r^3$. With a uniform number density $n$ beyond a contact distance $s$, and with neighbours at independent positions,

$$
\rho_{\rm pair}\approx
\int_s^\infty4\pi r^2n\,\frac{36\alpha^2}{15r^6}\,dr
=\frac{16\pi}{5}\,\frac{n\alpha^2}{s^3}.
$$

The model polarisability of 44.1 bohr³ equals $6.53\times10^{-3}$ nm³. With $n=3.22\times10^{-4}$ nm⁻³ and a rough contact distance of 0.6 nm,

$$
\rho_{\rm pair}\approx
10.05\times\frac{(3.22\times10^{-4})(6.53\times10^{-3})^2}{0.216}
=6.4\times10^{-7}.
$$

The uniform density leaves out the attraction between molecules. A Lennard-Jones well of depth 300 to 400 K draws neighbours to contact and roughly doubles the integral at 300 K. The estimate is proportional to pressure at fixed temperature. At 100 Torr it would be ten times larger, about $6\times10^{-6}$.

Because the computed contributions are small, they add at leading order. For $\nu_1$ at 10 Torr, isotopes and lens together give about $6\times10^{-5}$, and the other two estimates do not change this figure. A small error in the analyser can be just as important. If the analyser is turned by an angle $\epsilon$ from $y$ towards $z$, it passes the fraction $\sin^2\epsilon$ of the light polarised along $z$. An angle of $\sqrt{2.0\times10^{-5}}=0.0045$ rad, or about $0.26^\circ$, already equals the isotope effect.

For comparison with the real molecule, its fundamentals lie roughly at 150, 220, 420 and 620 cm⁻¹, and its bond length is roughly 0.20 nm. The model is close for $\nu_1$ but more than ten per cent high for $\nu_2$. Its polarisability is far too low: the real value is roughly 75 bohr³. Since the pair estimate depends on $\alpha^2$, this correction alone would raise it by a factor of about 3, to $2\times10^{-6}$ at 10 Torr. At 100 Torr it would then be about $2\times10^{-5}$, or about twice this with the attraction included, and so at least as large as the isotope effect of this model. The assumption of four equal isotopes fails in natural vapour, and in this model that moves the $\nu_1$ ratio from zero to $2\times10^{-5}$. The values 0 and $3/4$ do not depend on the accuracy of the electronic model, provided that the symmetry, first-order and non-resonance conditions hold. The remaining computed values are listed in the numerical output.

## Numbers as computed

```
Averages <Rzx^4>, <Rzx^2 Rzy^2>, <Ryx^2 Rzy^2>, <Ryx Ryy Rzx Rzy>:
  0.200000, 0.066667, 0.133333, -0.033333
Unit A1 tensor: I(z) = 1.000000, I(y) = 0.000000
Unit T2 tensor: I(z) = 0.266667, I(y) = 0.200000
T2 ratio, linear polarisation: 0.750000
T2 ratio, unpolarised incident light: 0.857143
Temperature: 300 K; pressure: 10 Torr
Laser: 532 nm = 2.331 eV
Lowest singlet excitation (model): 9.23 eV
Si-Cl bond length (model): 3.8330 bohr = 0.2028 nm
Static polarisability, response: 42.918 bohr^3
Static polarisability, field energies: 42.922 bohr^3
Polarisability at laser: 44.058 bohr^3
A1 wavenumber from energies: 427.9 cm^-1
All-35Cl modes; a and g (per component) of t/sqrt(2 omega), bohr^3:
  nu2 (E): 169.5 cm^-1, |a| = 0.0000, g = 1.5914
  nu4 (T2): 237.3 cm^-1, |a| = 0.0000, g = 1.6048
  nu1 (A1): 427.7 cm^-1, |a| = 0.8525, g = 0.0000
  nu3 (T2): 635.3 cm^-1, |a| = 0.0000, g = 0.7007
Ratio from displaced molecules, nu1 (A1): 8.7e-24
Ratio from displaced molecules, nu3 (T2): 0.750000
Chlorine-37 fraction: 0.24
Number of 37Cl, share, nu1 in cm^-1, nu1 ratio:
  0, 0.3336, 427.67, 5.14e-32
  1, 0.4214, 424.73, 2.65e-05
  2, 0.1996, 421.79, 3.69e-05
  3, 0.0420, 418.87, 2.88e-05
  4, 0.0033, 415.96, 3.49e-32
Ratios of the natural chlorine mixture:
  nu2 (E): 7.500e-01
  nu4 (T2): 7.500e-01
  nu1 (A1): 1.970e-05
  nu3 (T2): 7.488e-01
Lens: f/2, half-angle 14.48 deg
Ratio with lens: A1 4.27e-05, T2 0.75298
Thermal E-bend displacement, norm over all Cl: 0.00859 nm
A1 ratio from thermal E bend (estimate): 5.8e-10
Number density: 3.219e-04 nm^-3; contact: 0.6 nm
A1 ratio from neighbours (estimate): 6.4e-07
```
